# The Rock-Salt Madelung Constant by Evjen and Wolf Summation

## Problem

Point ions of charge $q_{\mathbf n}e$, with $q_{\mathbf n}=(-1)^{x+y+z}$, sit at $d\,(x,y,z)$, where $x,y,z$ are integers. Lengths are in units of $d$, and electrostatics is in Gaussian units. Write the potential at the positive ion at the origin as $-Me/d$. By symmetry it is $+Me/d$ at a negative ion. Half the sum of charge times potential over one pair of ions is then $-Me^2/d$, the energy per ion pair.

Formally $M=-\sum'q_{\mathbf n}/r_{\mathbf n}$, the prime omitting the origin. The series does not converge absolutely, so a value needs a stated order of summation.

1. Let $S(R)$ be the sum over all ions with $r\le R$. Show that it has no limit.
2. Evjen's sum $M_N$ runs over the cube $|x|,|y|,|z|\le N$, with charges on faces, edges and corners multiplied by $\tfrac12,\tfrac14,\tfrac18$. Show that it converges, define $M$ as its limit, and find $M$ to six decimals.
3. Wolf's sum uses $v(r)=\operatorname{erfc}(\alpha r)/r$ and the total charge $Q(R)$ in the sphere, central ion included:
$$M_W=\frac{2\alpha}{\sqrt\pi}-\sum_{0<r_{\mathbf n}\le R}q_{\mathbf n}v(r_{\mathbf n})+Q(R)v(R).$$
Find its limit as $R\to\infty$ at fixed $\alpha$, and recover $M$ from it.

## Hints

- **Part 1.** The terms of a convergent series tend to zero. Group the ions by $r^2=n$ and count lattice points in a large ball.
- **Part 2.** Evjen's weight is a product of one factor per coordinate. So is a Gaussian, and $1/r$ is an integral over Gaussians.
- **Part 3.** Cut that integral at $t=\alpha$. For the cutoff error, write $v(r)$ as the integral of $|v'|$ from $r$ to infinity.

## Solution

### 1. Bare spheres

Since $x^2$ and $x$ have the same parity, all ions on the shell $r^2=n$ have charge $(-1)^n$. If the shell holds $r_3(n)$ ions, it changes $S$ by $r_3(n)/\sqrt n$ in magnitude. The first four shells hold 6, 12, 8 and 6 ions, so $S$ runs through
$$6,\qquad 6-\tfrac{12}{\sqrt2}=-2.4853,\qquad -2.4853+\tfrac{8}{\sqrt3}=2.1335,\qquad 2.1335-\tfrac62=-0.8665 .$$

Suppose $S$ converged. Then for any $\varepsilon>0$ we would have $r_3(n)<\varepsilon\sqrt n$ beyond some $n_0$, hence
$$\sum_{n\le L}r_3(n)\le \text{const}+\varepsilon\sum_{n\le L}\sqrt n .$$
The left side counts lattice points in a ball of radius $\sqrt L$. With one unit cube around each point, it equals the ball's volume up to a surface layer, so it grows as $\tfrac{4\pi}{3}L^{3/2}$. The last sum grows as $\tfrac23L^{3/2}$. Dividing by $L^{3/2}$ and letting $L\to\infty$ gives $\tfrac{4\pi}3\le\tfrac23\varepsilon$, which is false for $\varepsilon<2\pi$. So $S(R)$ has no limit, and jumps of at least any chosen size below $2\pi$ recur without end.

The computed jumps agree. Between $R=50$ and $60$ the ratio $\sum r_3(n)/\sum\sqrt n$, taken over occupied and empty shells as they come with $\sqrt n$ for each, is 6.276, close to $2\pi$. The largest jump there is 21.1, and $S$ ranges from $-16.7$ to $22.0$. A larger sphere brings no improvement.

### 2. Evjen's cubes

**Meaning of the weights.** Stack unit cubes, each with charges $\pm\tfrac18$ at its corners. An interior site belongs to eight cubes and collects a full charge; face, edge and corner sites belong to four, two and one. This reproduces Evjen's weights. Each unit cube has zero charge, dipole and second moments about its centre. Its first surviving moment is the octupole $\sum qxyz=\pm\tfrac18$.

For $N=1$ the sum can be done by hand:
$$M_1=\frac62-\frac{12}{4\sqrt2}+\frac{8}{8\sqrt3}=1.4560 .$$

**Factorisation.** Use
$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-r^2t^2}dt .$$
Weight, charge and Gaussian are all products over $x,y,z$. The sum over the whole cube, origin included, is therefore $\theta_N(t)^3$ with
$$\theta_N(t)=1+2\sum_{n=1}^{N-1}(-1)^ne^{-n^2t^2}+(-1)^Ne^{-N^2t^2}.$$
The origin contributes 1 and must be removed. With the minus sign in the definition of $M$,
$$M_N=\frac2{\sqrt\pi}\int_0^\infty\left[1-\theta_N(t)^3\right]dt .$$

**Convergence.** Let $\theta=\lim_{N\to\infty}\theta_N$ and $g(x)=e^{-x^2t^2}$. Splitting each tail term into two halves and pairing neighbours gives
$$\theta-\theta_N=(-1)^N\sum_{k\ge0}(-1)^kh_k,\qquad h_k=g(N+k)-g(N+k+1)\ge0 .$$
As a function of $x$, the difference $g(x)-g(x+1)$ has the derivative
$$2t^2x\,g(x)\left[(1+1/x)e^{-(2x+1)t^2}-1\right].$$
The bracket decreases and changes sign once, so the $h_k$ rise to a maximum and then fall (or only fall). The alternating sum of the rising part lies between zero and its last term; that of the falling part lies between zero and its first term, with the opposite sign. The whole sum is thus at most the largest $h_k$ in magnitude, which is at most the largest slope $|g'(x)|=2xt^2e^{-x^2t^2}$ for $x\ge N$.

This slope peaks at $x=1/(\sqrt2\,t)$ with value $\sqrt{2/e}\,t$. If $Nt<1/\sqrt2$ the peak lies in the range; otherwise the largest slope is at $x=N$. With $s=Nt$,
$$\int_0^\infty|\theta-\theta_N|dt\le\frac1{N^2}\left[\int_0^{1/\sqrt2}\!\sqrt{\tfrac2e}\,s\,ds+\int_{1/\sqrt2}^\infty\!2s^2e^{-s^2}ds\right].$$

Next, $|\theta_N|\le1$. A partial sum $1-2(g(1)-g(2)+\dots)$ lies between $-1$ and $1$, because the bracket lies between 0 and $g(1)\le1$, and $\theta_N$ is the average of two successive partial sums. The same bound holds for $\theta$. From $a^3-b^3=(a-b)(a^2+ab+b^2)$ we get $|\theta^3-\theta_N^3|\le3|\theta-\theta_N|$. Multiplying by $2/\sqrt\pi$ and evaluating the integrals,
$$|M_N-M|\le\frac{3.13}{N^2},\qquad M=\frac2{\sqrt\pi}\int_0^\infty\left[1-\theta(t)^3\right]dt .$$

**Actual rate.** Poisson's summation formula, applied to $e^{i\pi x}e^{-x^2t^2}$, gives
$$\theta(t)=\frac{\sqrt\pi}{t}\sum_{m\ \rm odd}e^{-\pi^2m^2/4t^2}.$$
For large $N$ the error comes from $t\sim1/N$, where $\theta$ is exponentially small. There $h_k$ varies slowly with $k$, so its alternating sum is about $h_0/2\approx-g'(N)/2=Nt^2e^{-N^2t^2}$. Hence $\theta_N\approx-(-1)^NNt^2e^{-N^2t^2}$, and to leading order
$$M_N-M\approx(-1)^N\frac{2N^3}{\sqrt\pi}\int_0^\infty t^6e^{-3N^2t^2}dt
=\frac{(-1)^N}{N^4}\,\frac2{\sqrt\pi}\,\frac{15\sqrt\pi}{16\cdot27\sqrt3}
=(-1)^N\frac{5}{72\sqrt3\,N^4}.$$
The coefficient is 0.0401.

| $N$ | $M_N$ | $(-1)^NN^4(M_N-M)$ |
|---|---|---|
| 2 | 1.751769 | 0.0673 |
| 3 | 1.747042 | 0.0424 |
| 8 | 1.747574 | 0.0401 |
| 16 | 1.74756521 | 0.0401 |
| 30 | 1.74756464 | 0.0401 |

Quadrature of the $\theta$ integral gives $M=1.74756459$, so to six decimals
$$M=1.747565 .$$
The proven bound $3.13/N^2$ secures convergence but is far too loose to certify these digits; the quadrature and the $N^{-4}$ law do that.

### 3. Wolf's sum

**Splitting the integral.** For $t>\alpha$ use
$$\frac2{\sqrt\pi}\int_\alpha^\infty e^{-r^2t^2}dt=\frac{\operatorname{erfc}(\alpha r)}r=v(r).$$
In $1-\theta^3$ the 1 cancels the origin term, so this part gives $-\sum'q_{\mathbf n}v(r_{\mathbf n})$, which converges absolutely. For $t<\alpha$ the 1 gives $2\alpha/\sqrt\pi$. Therefore
$$M=\frac{2\alpha}{\sqrt\pi}-{\sum}'q_{\mathbf n}v(r_{\mathbf n})-B(\alpha),\qquad B=\frac2{\sqrt\pi}\int_0^\alpha\theta^3dt .$$
Cubing the Poisson form of $\theta$ gives a sum over $\mathbf k=\pi(\text{odd},\text{odd},\text{odd})$. With $u=1/t^2$, so that $dt/t^3=-du/2$,
$$B=2\pi\sum_{\mathbf k}\int_0^\alpha\frac{e^{-k^2/4t^2}}{t^3}dt
=\pi\sum_{\mathbf k}\int_{1/\alpha^2}^\infty e^{-k^2u/4}du
=4\pi\sum_{\mathbf k}\frac{e^{-k^2/4\alpha^2}}{k^2}.$$
The eight shortest vectors have $k^2=3\pi^2$ and give the leading term
$$B\approx\frac{32}{3\pi}e^{-3\pi^2/4\alpha^2}.$$

**Cutoff error.** Comparing $M_W$ with this formula,
$$M_W-(M+B)=\sum_{r_{\mathbf n}>R}q_{\mathbf n}v(r_{\mathbf n})+Q(R)v(R).$$
Insert $v(r_{\mathbf n})=\int_{r_{\mathbf n}}^\infty|v'(r)|dr$. At a given $r$, the ions that contribute are those between $R$ and $r$, with total charge $Q(r)-Q(R)$. The sum is therefore $\int_R^\infty Q(r)|v'(r)|dr-Q(R)v(R)$, and the boundary terms cancel:
$$M_W-(M+B)=\int_R^\infty Q(r)\,|v'(r)|\,dr .$$
Since $|Q(r)|$ cannot exceed the number of ions, which grows as $r^3$, while $v'$ falls off as a Gaussian, the integral vanishes as $R\to\infty$. So $M_W\to M+B(\alpha)$, not $M$. One recovers $M$ by making $\alpha$ small enough for $B$ and then $R$ large enough for the cutoff error.

| $\alpha d$ | $R/d$ | $M_W$ | $M_W-M$ | $B$ |
|---|---|---|---|---|
| 1.0 | 8 | 1.749635 | $2.07\times10^{-3}$ | $2.07\times10^{-3}$ |
| 0.8 | 8 | 1.747597 | $3.22\times10^{-5}$ | $3.22\times10^{-5}$ |
| 0.6 | 4 | 1.748156 | $5.92\times10^{-4}$ | $3.99\times10^{-9}$ |
| 0.6 | 8 | 1.747565 | $3.97\times10^{-9}$ | $3.99\times10^{-9}$ |

The first two rows have converged in $R$ to values that are too high. The third has negligible bias but too small a sphere. The last gives all six decimals.

**What neutralisation does.** Omitting $Q(R)v(R)$ leaves an extra error $-Q(R)v(R)$. For $\alpha d=0.3$ and the cutoffs $R^2/d^2=16,17,\dots,64$ (that is, $R$ from $4d$ to $8d$), the root-mean-square error in $M$ is 0.017 with neutralisation and 0.137 without. A single case can mislead: at $\alpha d=0.8$, $R=4d$ the unneutralised sum, 1.747570, lies closer to $M$ than the neutralised one, 1.747608. Its negative cutoff error happens to offset part of the positive bias. Measured from the true limit $M+B=1.747597$, the neutralised sum is the better one.

## Variation 1: no damping

*Set $\alpha=0$ at finite $R$. What remains of Wolf's sum?*

Now $v=1/r$ and the self term vanishes, so $M_W=S(R)+Q(R)/R$. At $R=2$ the charge is $Q=1-6+12-8+6=5$, and
$$M_W=-0.8665+\tfrac52=1.6335,$$
which is 7% below $M$. So close a value at so small a radius is partly luck: the next shell, 24 negative ions at $R=\sqrt5$, makes $Q=-19$ and $S=-0.8665+24/\sqrt5=9.867$, so that $M_W=9.867-19/\sqrt5=1.370$, 22% below $M$. For $R$ between $50d$ and $60d$, the root-mean-square deviation from $M$ is 6.97 for $S$ and 0.0093 for $S+Q/R$. On these spheres the swings of the bare sum thus come almost entirely from the uncompensated charge. This is a numerical finding at finite $R$, not a proof that the undamped sum converges.

## Variation 2: the bias as an energy

*For a model spacing $d=0.3$ nm, find the energy per ion pair and the error caused by $\alpha d=1.0$ in a large sphere.*

Here $e^2/d=4.800$ eV, so
$$-M\frac{e^2}{d}=-1.747565\times4.800\ \text{eV}=-8.388\ \text{eV}.$$
The bias shifts this by $-B\,e^2/d=-2.07\times10^{-3}\times4.800\ \text{eV}=-0.0099$ eV, an overbinding of 0.12% that no increase of $R$ removes. At $\alpha d=0.8$ the shift is $-1.5\times10^{-4}$ eV. The energy is that of fixed point charges; short-range repulsion, dispersion and zero-point motion are left out. Induced dipoles are absent here, because every ion is a centre of inversion and the field on it is zero.

The numerical output below lists further cube sizes, cutoffs and ranges of $R$.

## Calculated quantities

```
M from theta integral (dimensionless)      1.7475645946
unit cube: sum of q x y z (e d^3)          -0.1250
Evjen bound constant C in C/N^2            3.1297
Evjen rate constant 5/(72 sqrt 3)          0.040094
Evjen: N, M_N, M_N - M, (-1)^N N^4 (M_N - M)
    1  1.45602993  -2.92e-01  0.29153
    2  1.75176913  +4.20e-03  0.06727
    3  1.74704156  -5.23e-04  0.04237
    4  1.74772111  +1.57e-04  0.04007
    5  1.74750050  -6.41e-05  0.04006
    6  1.74759552  +3.09e-05  0.04008
    8  1.74757438  +9.79e-06  0.04009
   16  1.74756521  +6.12e-07  0.04009
   30  1.74756464  +4.95e-08  0.04009
Wolf bias: alpha d, B(alpha), leading term of B
  0.6  3.991e-09  3.991e-09
  0.8  3.220e-05  3.220e-05
  1.0  2.071e-03  2.071e-03
  1.5  1.265e-01  1.265e-01
Wolf: alpha d, R/d, Q(R)/e, M_W, M_W - M, without neutralising
  1.0  4    25  1.74963546  +2.07e-03  1.74963537
  1.0  8    13  1.74963542  +2.07e-03  1.74963542
  0.8  4    25  1.74760815  +4.36e-05  1.74757048
  0.8  8    13  1.74759679  +3.22e-05  1.74759679
  0.6  4    25  1.74815622  +5.92e-04  1.74385301
  0.6  6    -7  1.74756484  +2.47e-07  1.74756526
  0.6  8    13  1.74756460  +3.97e-09  1.74756460
cutoff error, alpha d=0.4, R^2=20 d^2      -5.9528e-03
same from integral of Q|v'|                -5.9528e-03
rms error, alpha d=0.3, R=4..8 d: neutral  0.01666
rms error, same, not neutralised           0.13654
bare sum after shells r^2=1,2,3,4: 6.0000 -2.4853 2.1335 -0.8665
bare sum: R range/d, min S, max S, largest jump, mean jump
  10-20  -12.818  17.916  18.195  6.2573
  20-30  -17.642  18.274  18.287  6.2880
  30-40  -16.368  19.991  19.782  6.2695
  40-50  -16.759  23.316  20.229  6.2831
  50-60  -16.745  21.951  21.077  6.2761
rms of S - M for R = 50..60 d              6.9676
rms of S + Q/R - M, same range             0.0093
model spacing d (nm)                       0.3
e^2/d (eV)                                 4.7999
energy per ion pair -M e^2/d (eV)          -8.3881
```
